# Antisymmetric Superexchange and the Hidden Triplet of a Half-Filled Hubbard Bond: test program

```python
"""
Result under test: a half-filled Hubbard bond
  H = -[c1^dag (t + i lam n.sigma) c2 + h.c.] + U sum_i n_i,up n_i,down
has, at second order in hopping, the spin Hamiltonian
  J0 S1.S2 + D.(S1 x S2) + Gamma (n.S1)(n.S2) - J/4,
  J0 = 4(t^2-lam^2)/U, D = 8 t lam n/U, Gamma = 8 lam^2/U, J = 4(t^2+lam^2)/U,
which equals J (S1.R S2 - 1/4), R = rotation by -2 phi about n, tan phi = lam/t.
Its triplet is threefold degenerate in the rotated frame; without Gamma it splits.
Energies are in eV inside the program and mostly in meV in the output.
"""
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[j, i, k] = 1, -1

# ---------- Fock space of the bond: modes 1up, 1down, 2up, 2down ----------
lower, parity = np.array([[0, 1], [0, 0]]), np.diag([1, -1])
annihilate = [reduce(np.kron, [parity] * m + [lower] + [np.eye(2)] * (3 - m))
              for m in range(4)]


def bilinear(site_a, matrix, site_b):
    """Sum over spins of c^dag(site_a) matrix c(site_b)."""
    return sum(matrix[p, q] * annihilate[2 * site_a + p].T @ annihilate[2 * site_b + q]
               for p in range(2) for q in range(2))


spin = np.array([[bilinear(s, sigma[a] / 2, s) for a in range(3)] for s in range(2)])
number = [bilinear(s, np.eye(2), s) for s in range(2)]
n1, n2 = (np.diag(x).real.round().astype(int) for x in number)
pair_sector = np.flatnonzero(n1 + n2 == 2)
single = np.flatnonzero((n1 == 1) & (n2 == 1))
double = np.flatnonzero((n1 + n2 == 2) & (n1 != 1))
S1, S2 = (np.array([op[np.ix_(single, single)] for op in spin[s]]) for s in range(2))


def hopping_operator(matrix):
    forward = -bilinear(0, matrix, 1)
    return forward + forward.conj().T


def repulsion(U):
    return U * sum(x @ (x - np.eye(16)) / 2 for x in number)


def second_order(matrix, U):
    """Explicit sum over the doubly occupied intermediate states."""
    to_double = hopping_operator(matrix)[np.ix_(double, single)]
    return -to_double.conj().T @ to_double / U


def exact_low_energy(matrix, U):
    """Hermitian effective Hamiltonian carrying the four lowest exact levels."""
    full = (hopping_operator(matrix) + repulsion(U))[np.ix_(pair_sector, pair_sector)]
    energy, vector = np.linalg.eigh(full)
    left, _, right = np.linalg.svd(vector[np.isin(pair_sector, single), :4])
    frame = left @ right
    return frame @ np.diag(energy[:4]) @ frame.conj().T, energy


def spin_form(tensor):
    return np.einsum('ab,aij,bjk->ik', tensor, S1, S2)


def exchange_tensor(h):
    """Tensor K in S1.K S2 and the constant; checks that nothing else is present."""
    tensor = 4 * np.einsum('ij,ajk,bki->ab', h, S1, S2).real
    constant = np.trace(h).real / 4
    assert np.allclose(spin_form(tensor) + constant * np.eye(4), h, atol=1e-12)
    return tensor, constant


def bond_constants(t, lam, U):
    return (4 * (t**2 - lam**2) / U, 8 * t * lam / U, 8 * lam**2 / U,
            4 * (t**2 + lam**2) / U, np.arctan2(lam, t))


t, lam, U = 0.20, 0.04, 2.0
cases = [(0.13, np.array([0.05, -0.07, 0.11]), 1.7), (t, np.array([0, 0, lam]), U)]
for t_c, lam_vec, U_c in cases:           # the last case is the worked example
    lam_c = np.linalg.norm(lam_vec)
    axis = lam_vec / lam_c
    J0, D, Gamma, J, phi = bond_constants(t_c, lam_c, U_c)
    matrix = t_c * np.eye(2) + 1j * np.einsum('a,aij->ij', lam_vec, sigma)
    h2 = second_order(matrix, U_c)
    K2, constant = exchange_tensor(h2)
    truncated = J0 * np.eye(3) + D * np.einsum('abc,c->ab', levi, axis)
    assert np.allclose(K2, truncated + Gamma * np.outer(axis, axis), atol=1e-12)
    assert np.isclose(constant, -J / 4)
    turn = Rotation.from_rotvec(-2 * phi * axis).as_matrix()
    assert np.allclose(K2, J * turn, atol=1e-12)
    levels_full = np.linalg.eigvalsh(h2)
    assert np.allclose(levels_full, [-J, 0, 0, 0], atol=1e-12)
    levels_cut = np.linalg.eigvalsh(spin_form(truncated))
    assert np.allclose(levels_cut, np.sort([J0/4, J0/4, -J0/4 + J/2, -J0/4 - J/2]))
    cut_splitting = levels_cut[3] - levels_cut[1]
    assert np.isclose(cut_splitting, Gamma / 2)
    # all orders in hopping
    h_exact, exact_levels = exact_low_energy(matrix, U_c)
    J_exact = (np.sqrt(U_c**2 + 16 * (t_c**2 + lam_c**2)) - U_c) / 2
    assert np.allclose(exact_levels[:4], [-J_exact, 0, 0, 0], atol=1e-12)
    assert np.allclose(exchange_tensor(h_exact)[0], J_exact * turn, atol=1e-11)
    full_h = hopping_operator(matrix) + repulsion(U_c)
    rotated_total = spin[0] + np.einsum('ab,bij->aij', turn, spin[1])
    lab_total = spin[0] + spin[1]
    assert max(abs(full_h @ F - F @ full_h).max() for F in rotated_total) < 1e-12
    assert max(abs(full_h @ F - F @ full_h).max() for F in lab_total) > 1e-2
    # weight of the laboratory singlet in the ground state of the spin Hamiltonian
    lab_singlet = np.linalg.eigh(spin_form(np.eye(3)))[1][:, 0]
    ground = np.linalg.eigh(h2)[1][:, 0]
    singlet_weight = abs(np.vdot(lab_singlet, ground))**2
    assert np.isclose(singlet_weight, np.cos(phi)**2)

# ---------- classical canting and the false easy plane (example, axis = z) ----------
in_plane, along = np.array([1., 0, 0]), np.array([0, 0, 1.])
partner = -K2.T @ in_plane / np.linalg.norm(K2.T @ in_plane)
canting = np.arccos(-partner @ in_plane) / 2
assert np.isclose(canting, phi)


def classical_minimum(tensor, direction):
    return -np.linalg.norm(tensor.T @ direction) / 4


false_plane = classical_minimum(truncated, along) - classical_minimum(truncated, in_plane)
true_plane = classical_minimum(K2, along) - classical_minimum(K2, in_plane)
assert np.isclose(false_plane, Gamma / 4) and abs(true_plane) < 1e-12

# ---------- hopping that breaks time reversal lifts the degeneracy ----------
broken_levels = np.linalg.eigvalsh(second_order(t * np.eye(2) + lam * sigma[2], U))
broken_splitting = broken_levels[3] - broken_levels[1]
assert np.isclose(broken_splitting, 4 * lam**2 / U)

# ---------- uniform field perpendicular to the axis, g = 2 ----------
field = 10.0
zeeman = 2 * const.value('Bohr magneton in eV/T') * field
field_levels = np.linalg.eigvalsh(h_exact + zeeman * (S1[0] + S2[0]))
field_span = field_levels[3] - field_levels[1]
# tolerance: mixing with the singlet is of relative order zeeman/J
assert abs(field_span / (2 * zeeman * np.cos(phi)) - 1) < 2e-3

# ---------- square loop of four spins ----------
loop_spin = [[reduce(np.kron, [np.eye(2)] * s + [sigma[a] / 2] + [np.eye(2)] * (3 - s))
              for a in range(3)] for s in range(4)]


def loop(axes, half_angle):
    h, product = np.zeros((16, 16), complex), np.eye(3)
    for s, n_bond in enumerate(axes):
        R = Rotation.from_rotvec(-2 * half_angle * np.array(n_bond, float)).as_matrix()
        product = product @ R
        h += J * sum(R[a, b] * loop_spin[s][a] @ loop_spin[(s + 1) % 4][b]
                     for a in range(3) for b in range(3))
    return np.linalg.eigvalsh(h), np.linalg.norm(Rotation.from_matrix(product).as_rotvec())


staggered = [(0, 0, 1), (0, 0, -1), (0, 0, 1), (0, 0, -1)]
rashba = [(0, 1, 0), (-1, 0, 0), (0, -1, 0), (1, 0, 0)]
plain_levels, _ = loop(staggered, 0.0)
staggered_levels, staggered_turn = loop(staggered, phi)
rashba_levels, rashba_turn = loop(rashba, phi)
assert np.allclose(plain_levels, staggered_levels, atol=1e-12) and staggered_turn < 1e-7
rashba_splitting = rashba_levels[3] - rashba_levels[1]
assert rashba_turn > 0.01 and rashba_splitting > 1e-3 * J

# ---------- neglected orbitals: two holes, orbitals (yz, zx, xy) on two sites ----------
zeta, hund, tetragonal = 0.40, 0.20, 0.10        # spin-orbit, Hund, crystal field
t_orb, t_mix = 0.30, 0.06                        # orbital-diagonal and yz-zx hopping
l_site = np.array([np.kron(-1j * levi[k], np.eye(2)) for k in range(3)])
s_site = np.array([np.kron(np.eye(3), sigma[a] / 2) for a in range(3)])
spin_orbit = sum(l_site[a] @ s_site[a] for a in range(3))
orbital_hop = np.kron([[0, -t_mix, 0], [t_mix, t_orb, 0], [0, 0, t_orb]], np.eye(2))
doublet = np.linalg.eigh(spin_orbit)[1][:, :2]
projected = doublet.conj().T @ orbital_hop @ doublet
t_proj = np.trace(projected).real / 2
rest = projected - t_proj * np.eye(2)
lam_proj = np.linalg.norm(rest) / np.sqrt(2)
assert np.allclose(rest, -rest.conj().T) and abs(np.trace(rest)) < 1e-12
assert np.isclose(t_proj, t) and np.isclose(lam_proj, lam)

index_pairs = [(p, q) for p in range(12) for q in range(p + 1, 12)]
antisym = np.zeros((144, 66))
for column, (p, q) in enumerate(index_pairs):
    antisym[12 * p + q, column] = 1 / np.sqrt(2)
    antisym[12 * q + p, column] = -1 / np.sqrt(2)


def pair_space(operator):
    return antisym.T @ operator @ antisym


pair_U, pair_hund = np.zeros((66, 66), complex), np.zeros((66, 66), complex)
for site in range(2):
    on_site = np.diag(np.eye(2)[site])
    P = np.kron(on_site, np.eye(6))
    pair_U += pair_space(np.kron(P, P))
    exchange = -3 * np.kron(P, P).astype(complex)
    for a in range(3):
        s_a, l_a = np.kron(on_site, s_site[a]), np.kron(on_site, l_site[a])
        exchange -= 4 * np.kron(s_a, s_a) + np.kron(l_a, l_a)
    pair_hund += pair_space(exchange)
# on-site terms: triplet P at U-3J_H, singlet D at U-J_H, singlet S at U+2J_H
assert np.allclose(np.linalg.eigvalsh(pair_hund), [-3]*18 + [-1]*10 + [0]*36 + [2]*2)
b0, b1 = (np.concatenate([doublet[:, m], np.zeros(6)]) for m in range(2))
doublet_pair = np.sqrt(2) * antisym.T @ np.kron(b0, b1)
hund_shift = np.vdot(doublet_pair, pair_hund @ doublet_pair).real
assert np.isclose(hund_shift, -4 / 3)


def orbital_bond(J_H, scale=1.0, crystal=0.0):
    """Mean singlet-triplet gap and triplet spread of the three-orbital bond."""
    local = zeta * spin_orbit + crystal * np.kron(np.diag([0, 0, 1]), np.eye(2))
    forward = np.kron([[0, 1], [0, 0]], -scale * orbital_hop)
    one = np.kron(np.eye(2), local) + forward + forward.conj().T
    h = pair_space(np.kron(one, np.eye(12)) + np.kron(np.eye(12), one))
    h = h + (U - J_H * hund_shift) * pair_U + J_H * pair_hund
    e = np.linalg.eigvalsh(h)
    return e[1:4].mean() - e[0], e[3] - e[1]


weak, weaker = orbital_bond(hund, 0.02)[1], orbital_bond(hund, 0.01)[1]
assert abs(weak / weaker - 4) < 0.08             # Hund splitting is second order
no_hund_ratio = orbital_bond(0.0, 0.01)[1] / weaker
assert no_hund_ratio < 0.02                      # and absent at that order without it
gap_none, spread_none = orbital_bond(0.0)
gap_hund, spread_hund = orbital_bond(hund)
gap_tetra, spread_tetra = orbital_bond(hund, 1.0, tetragonal)

k_B = const.value('Boltzmann constant in eV/K')
room = 300.0
population = 1 / (1 + 3 * np.exp(-J_exact / (k_B * room)))


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


def triple(values):
    return ", ".join(f"{1e3 * v + 0.0:.2f}" for v in np.round(values, 12))


show("Hopping t", t, "eV", 2)
show("Spin-dependent hopping lambda", lam, "eV", 2)
show("Repulsion U", U, "eV", 2)
show("Total hopping sqrt(t^2+lambda^2)", np.hypot(t, lam), "eV", 4)
show("Angle phi", np.degrees(phi), "deg", 2)
show("Relative spin rotation 2 phi", np.degrees(2 * phi), "deg", 2)
show("J, second order", 1e3 * J, "meV", 2)
show("J0 (isotropic)", 1e3 * J0, "meV", 2)
show("D (antisymmetric)", 1e3 * D, "meV", 2)
show("Gamma (symmetric anisotropy)", 1e3 * Gamma, "meV", 2)
print("Levels with all three terms and constant -J/4:", triple(levels_full), "meV")
print("Levels of J0 and D terms only, no constant:", triple(levels_cut), "meV")
show("Triplet splitting if Gamma is dropped", 1e3 * cut_splitting, "meV", 2)
show("Same splitting as a temperature", cut_splitting / k_B, "K", 1)
show("Estimate D^2/(4J)", 1e3 * D**2 / (4 * J), "meV", 3)
show("Exact singlet-triplet gap of Hubbard bond", 1e3 * J_exact, "meV", 2)
show("Exact gap as a temperature", J_exact / k_B, "K", 0)
show("Second-order J over exact gap", J / J_exact, "(ratio)", 3)
show("Laboratory-singlet weight in ground state", singlet_weight, "(fraction)", 4)
show("Classical canting per spin", np.degrees(canting), "deg", 2)
show("False classical easy-plane energy without Gamma", 1e3 * false_plane, "meV/bond", 2)
show("Triplet splitting, hopping t+lambda sigma_z", 1e3 * broken_splitting, "meV", 2)
show("Field perpendicular to axis", field, "T", 1)
show("Zeeman energy g mu_B B, g=2", 1e3 * zeeman, "meV", 3)
show("Triplet span in that field", 1e3 * field_span, "meV", 3)
show("Thermal energy at 300 K", 1e3 * k_B * room, "meV", 2)
show("Ground-state population of isolated bond at 300 K", population, "(fraction)", 3)
show("Loop rotation, staggered twist", abs(np.degrees(staggered_turn)), "deg", 2)
show("Loop rotation, Rashba-type twist", np.degrees(rashba_turn), "deg", 2)
show("Triplet splitting of Rashba-type loop", 1e3 * rashba_splitting, "meV", 3)
show("Three-orbital model: spin-orbit zeta", zeta, "eV", 2)
show("Three-orbital model: Hund coupling", hund, "eV", 2)
show("Three-orbital model: orbital-diagonal hopping", t_orb, "eV", 2)
show("Three-orbital model: yz-zx hopping", t_mix, "eV", 2)
show("Three-orbital model: Kanamori U with Hund", U - hund * hund_shift, "eV", 3)
show("Projected t", t_proj, "eV", 3)
show("Projected lambda", lam_proj, "eV", 3)
show("No Hund: mean singlet-triplet gap", 1e3 * gap_none, "meV", 2)
show("No Hund: triplet spread", 1e3 * spread_none, "meV", 3)
show("With Hund: mean singlet-triplet gap", 1e3 * gap_hund, "meV", 2)
show("With Hund: triplet spread", 1e3 * spread_hund, "meV", 3)
show("Tetragonal field on xy hole level", tetragonal, "eV", 2)
show("With Hund and tetragonal field: mean gap", 1e3 * gap_tetra, "meV", 2)
show("With Hund and tetragonal field: triplet spread", 1e3 * spread_tetra, "meV", 3)
show("Hund spread ratio on halving weak hopping", weak / weaker, "(ratio)", 3)
show("Spread without/with Hund at 1% hopping", no_hund_ratio, "(ratio)", 6)
print("all tests passed")
```

Printed output:

```
Hopping t: 0.20 eV
Spin-dependent hopping lambda: 0.04 eV
Repulsion U: 2.00 eV
Total hopping sqrt(t^2+lambda^2): 0.2040 eV
Angle phi: 11.31 deg
Relative spin rotation 2 phi: 22.62 deg
J, second order: 83.20 meV
J0 (isotropic): 76.80 meV
D (antisymmetric): 32.00 meV
Gamma (symmetric anisotropy): 6.40 meV
Levels with all three terms and constant -J/4: -83.20, 0.00, 0.00, 0.00 meV
Levels of J0 and D terms only, no constant: -60.80, 19.20, 19.20, 22.40 meV
Triplet splitting if Gamma is dropped: 3.20 meV
Same splitting as a temperature: 37.1 K
Estimate D^2/(4J): 3.077 meV
Exact singlet-triplet gap of Hubbard bond: 80.00 meV
Exact gap as a temperature: 928 K
Second-order J over exact gap: 1.040 (ratio)
Laboratory-singlet weight in ground state: 0.9615 (fraction)
Classical canting per spin: 11.31 deg
False classical easy-plane energy without Gamma: 1.60 meV/bond
Triplet splitting, hopping t+lambda sigma_z: 3.20 meV
Field perpendicular to axis: 10.0 T
Zeeman energy g mu_B B, g=2: 1.158 meV
Triplet span in that field: 2.270 meV
Thermal energy at 300 K: 25.85 meV
Ground-state population of isolated bond at 300 K: 0.880 (fraction)
Loop rotation, staggered twist: 0.00 deg
Loop rotation, Rashba-type twist: 8.82 deg
Triplet splitting of Rashba-type loop: 0.307 meV
Three-orbital model: spin-orbit zeta: 0.40 eV
Three-orbital model: Hund coupling: 0.20 eV
Three-orbital model: orbital-diagonal hopping: 0.30 eV
Three-orbital model: yz-zx hopping: 0.06 eV
Three-orbital model: Kanamori U with Hund: 2.267 eV
Projected t: 0.200 eV
Projected lambda: 0.040 eV
No Hund: mean singlet-triplet gap: 84.54 meV
No Hund: triplet spread: 0.000 meV
With Hund: mean singlet-triplet gap: 85.82 meV
With Hund: triplet spread: 1.532 meV
Tetragonal field on xy hole level: 0.10 eV
With Hund and tetragonal field: mean gap: 79.29 meV
With Hund and tetragonal field: triplet spread: 1.817 meV
Hund spread ratio on halving weak hopping: 4.000 (ratio)
Spread without/with Hund at 1% hopping: 0.000000 (ratio)
all tests passed
```
